# Flexural Phonons of a Flat Crystal Sheet: Invariance, Bending and Tension

## Result and assumptions

Consider a flat crystal sheet, one atom thick, with one atom of mass $M$ in each cell of area $A$. Let $\tau_{ij}$ be its in-plane stress, a force per length, positive for tension. For small wavevector $\mathbf q$, the harmonic vibrations perpendicular to the sheet obey

$$M\omega^2(\mathbf q)=A\left[\tau_{ij}q_iq_j+\kappa(\hat{\mathbf q})\,q^4\right]+O(q^6), \tag{1}$$

where repeated indices $i,j=x,y$ are summed and $\kappa$ is the bending rigidity. Without stress, and if $\kappa>0$, the frequency is quadratic in $q$. An isotropic tension $\tau>0$ makes it linear for $q\ll\sqrt{\tau/\kappa}$.

Translational invariance removes the constant term of $\omega^2$. Rotational invariance fixes the $q^2$ term: its coefficient is the stress and nothing else. Neither makes $\kappa$ positive; for the unstressed sheet that is a separate condition of stability.

The assumptions are these. The energy is a sum of site energies $e_l$, the same function for each site. Each depends on the positions of finitely many atoms near site $l$ and is unchanged by rigid translations and rotations in three dimensions, and by reflection in the plane of the sheet. The nuclei move harmonically about the flat state, which may be stressed by its boundaries. All lengths, areas and force constants refer to that state. The algebra uses atomic units, $\hbar=1$; temperature is measured as an energy.

## The harmonic problem

Let $\mathbf R_l$ be the lattice points in the plane and $h_l$ the height of atom $l$. Every lattice point is an inversion centre, so no atom feels an in-plane force, even under stress. Reflection changes the sign of all $h_l$ and leaves in-plane displacements alone. Terms linear in $h$, and products of one height with one in-plane displacement, therefore vanish. To second order in the heights,

$$e_l=e_0+\tfrac12\sum_{mn}\varphi^{(l)}_{mn}h_mh_n,\qquad \Phi(\mathbf R_m-\mathbf R_n)=\sum_l\varphi^{(l)}_{mn}, \tag{2}$$

with $\varphi^{(l)}_{mn}=\varphi^{(l)}_{nm}$. The force constants $\Phi$ depend on the separation alone because the lattice is periodic, and $\Phi(\mathbf R)=\Phi(-\mathbf R)$. The equation of motion is $M\ddot h_m=-\sum_n\Phi(\mathbf R_m-\mathbf R_n)h_n$. Inserting $h_n\propto e^{i(\mathbf q\cdot\mathbf R_n-\omega t)}$ gives

$$M\omega^2=D(\mathbf q)=\sum_{\mathbf R}\Phi(\mathbf R)\cos(\mathbf q\cdot\mathbf R). \tag{3}$$

The sine part cancels between $\mathbf R$ and $-\mathbf R$.

## What translation gives

Raise every atom by the same height $s$. The quadratic form in (2) changes by

$$s\sum_{m}h_m\sum_n\varphi^{(l)}_{mn}+\tfrac12s^2\sum_{mn}\varphi^{(l)}_{mn}.$$

This must vanish for every choice of the $h_m$, so

$$\sum_n\varphi^{(l)}_{mn}=0\quad\text{for each } m,\qquad\text{and hence}\qquad \sum_{\mathbf R}\Phi(\mathbf R)=0. \tag{4}$$

Since $\Phi$ has finite range, the cosine in (3) may be expanded term by term. With (4),

$$D(\mathbf q)=-\tfrac12\sum_{\mathbf R}\Phi(\mathbf R)(\mathbf q\cdot\mathbf R)^2+\tfrac1{24}\sum_{\mathbf R}\Phi(\mathbf R)(\mathbf q\cdot\mathbf R)^4+O(q^6). \tag{5}$$

Thus $\omega\to0$ as $q\to0$. A nonzero second moment would still give $\omega\propto q$, so translation alone does not produce a quadratic branch.

## What rotation gives

Tilt the sheet by setting $h_m=\mathbf g\cdot\mathbf R_m$, with in-plane coordinates held fixed. The energy of this tilt can be found in two ways. Working with the energy of one site avoids any contribution from the edges of the sheet.

**From the force constants.** Write $h_mh_n=\tfrac12[h_m^2+h_n^2-(h_m-h_n)^2]$ in (2). The first two terms vanish by (4), which leaves

$$\Delta e_l=-\tfrac14\sum_{mn}\varphi^{(l)}_{mn}\left[\mathbf g\cdot(\mathbf R_m-\mathbf R_n)\right]^2 .$$

Collect the pairs with a given separation $\mathbf R$. By periodicity, shifting all three sites $l,m,n$ by the same lattice vector leaves $\varphi^{(l)}_{mn}$ unchanged. Summing over pairs at fixed $l$ is therefore the same as fixing one pair and summing over $l$, and by (2) this sum is $\Phi(\mathbf R)$. The energy per cell is

$$\Delta w=-\tfrac14\sum_{\mathbf R}\Phi(\mathbf R)(\mathbf g\cdot\mathbf R)^2. \tag{6}$$

**From invariance.** A homogeneous deformation places the atoms at $F\mathbf R_l$, where $F$ is a $3\times2$ matrix. The products $F^{\mathsf T}F$ fix all lengths and angles within the deformed plane. Two deformations with equal $F^{\mathsf T}F$ differ by a rigid rotation in space, so the energy per cell $w$ depends on $F^{\mathsf T}F$ alone. For the tilt, the first two rows of $F$ are the unit matrix and the third is $\mathbf g^{\mathsf T}$, so that

$$F^{\mathsf T}F=1+\mathbf g\mathbf g^{\mathsf T}. \tag{7}$$

A purely in-plane strain $\varepsilon$ has $F^{\mathsf T}F=(1+\varepsilon)^2=1+2\varepsilon+\varepsilon^2$. The tilt therefore costs the same energy as the in-plane strain

$$\varepsilon_{ij}=\tfrac12g_ig_j+O(g^4). \tag{8}$$

The stress is defined by $A\tau_{ij}=\partial w/\partial\varepsilon_{ij}$ at $\varepsilon=0$. To second order in $\mathbf g$,

$$\Delta w=A\tau_{ij}\varepsilon_{ij}=\tfrac12A\,\tau_{ij}g_ig_j. \tag{9}$$

Physically, a line tilted at fixed projected length becomes longer, by the fraction $g^2/2$ along the slope, and lengthening it against the tension costs energy. A rigid rotation would instead shorten the projection and cost nothing.

Equations (6) and (9) hold for every $\mathbf g$, and both are symmetric quadratic forms. Their coefficients must agree:

$$-\tfrac12\sum_{\mathbf R}\Phi(\mathbf R)R_iR_j=A\,\tau_{ij}. \tag{10}$$

This turns the first term of (5) into $A\tau_{ij}q_iq_j$. The second term defines the bending rigidity,

$$A\,\kappa(\hat{\mathbf q})=\tfrac1{24}\sum_{\mathbf R}\Phi(\mathbf R)(\hat{\mathbf q}\cdot\mathbf R)^4, \tag{11}$$

and (1) follows. As a function of the angle of $\hat{\mathbf q}$, the sum (11) contains angular harmonics of order 0, 2 and 4. Sixfold symmetry permits only multiples of six, so $\kappa$ is isotropic in a triangular lattice. The same argument makes its stress isotropic.

## The unstressed sheet

For $\tau_{ij}=0$ and $\kappa>0$,

$$\omega=\sqrt{\frac{A\kappa}{M}}\;q^2. \tag{12}$$

The restoring force comes from curvature: a uniform slope is a rotation to first order in the slope, and costs nothing in the harmonic energy. The group velocity along $\mathbf q$, $2\sqrt{A\kappa/M}\,q$, vanishes at long wavelength.

Without stress, stability at small $q$ requires $\kappa\ge0$, and this can fail. Consider central pair forces with potential $V(r)$. A bond of planar length $R$ whose ends differ in height by $d$ has energy

$$V\!\left(\sqrt{R^2+d^2}\right)=V(R)+\frac{V'(R)}{2R}d^2+O(d^4). \tag{13}$$

Its transverse spring constant is $V'(R)/R$: a stretched bond resists a height difference and a compressed bond favours it. If the only bonds are between nearest neighbours and have their natural length, then $V'=0$ and $D(\mathbf q)=0$ for every $\mathbf q$. Such a sheet has no harmonic resistance to bending. With longer-ranged pair forces $\kappa$ can be negative, as the example below shows.

## Tension and compression

Under tension a negative $\kappa$ need not destabilise the sheet: stretched nearest-neighbour pair bonds alone resist every height difference by (13), yet give $\kappa<0$ by (20) below. The crossover described here assumes $\kappa>0$. For an isotropic stress $\tau>0$, (1) becomes

$$\omega=\sqrt{\frac AM}\,\sqrt{\tau q^2+\kappa q^4},\qquad c=\sqrt{\frac{A\tau}{M}},\qquad q_*=\sqrt{\frac{\tau}{\kappa}}. \tag{14}$$

For $q\ll q_*$ the first term dominates and $\omega\approx cq$. This is the wave on a stretched drum, with areal mass density $M/A$. For $q\gg q_*$ the quadratic law returns, provided $q$ is still small enough for the $q^6$ terms to be negligible. Both conditions can be met only if the tension is so weak that $q_*$ is itself well inside this range. The local exponent follows from $\ln\omega=\text{const}+\ln q+\tfrac12\ln(\tau+\kappa q^2)$:

$$\frac{d\ln\omega}{d\ln q}=1+\frac{\kappa q^2}{\tau+\kappa q^2}=\frac{\tau+2\kappa q^2}{\tau+\kappa q^2}. \tag{15}$$

It rises from 1 to 2 and equals $3/2$ at $q_*$.

When the stress is anisotropic, the velocity depends on direction, $c(\hat{\mathbf q})=\sqrt{A\tau_{ij}\hat q_i\hat q_j/M}$. If the only nonzero component is $\tau_{xx}>0$, waves along $y$ have no linear term and remain quadratic, provided $\kappa(\hat{\mathbf y})>0$. Tension restores a linear branch in every direction only if both principal stresses are positive.

Under isotropic compression, $\tau<0$, and with $\kappa>0$, the bracket in (1) is negative for

$$q<\sqrt{-\tau/\kappa}. \tag{16}$$

There $\omega$ is imaginary and the flat sheet buckles. In an unbounded sheet any compression, however small, has this effect. A finite sheet with periodic or pinned edges resists this instability if its smallest allowed wavevector lies above the bound. Other edge conditions, free edges in particular, change the threshold.

## Where the harmonic result fails

The derivation assumes small slopes. In the classical harmonic sheet at temperature $T$, each mode amplitude $h_{\mathbf q}$, defined by $h_l=N^{-1/2}\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_l}$ for $N$ atoms, has $M\omega^2\langle|h_{\mathbf q}|^2\rangle=T$. For isotropic stress and rigidity, the mean square slope from wavevectors between $q_0$ and $Q$ is

$$\langle|\nabla h|^2\rangle=\int\frac{A\,d^2q}{(2\pi)^2}\,\frac{q^2T}{A(\tau q^2+\kappa q^4)}=\frac{T}{4\pi\kappa}\ln\frac{\tau+\kappa Q^2}{\tau+\kappa q_0^2}. \tag{17}$$

Here $Q$ must lie within the range of (1), and $q_0$ is of order the inverse sheet size. Without tension the mean square slope grows as $(T/2\pi\kappa)\ln(Q/q_0)$, without limit as the sheet grows. With $\tau>0$ the logarithm stays finite as $q_0\to0$. The growth is slow: for the model below at 300 K, with $Q=0.4$ Å$^{-1}$, the mean square slope is only about 0.05 for a sheet 1 cm wide. A much earlier limit, not derived here, comes from the anharmonic coupling of bending to in-plane stretching. To first order in $T$ it raises the rigidity of the unstressed sheet by the fraction $3TY/(16\pi\kappa^2q^2)$, where $Y$ is the two-dimensional Young modulus. For the model, $Y\approx6.0$ eV Å$^{-2}$, and at 300 K this fraction reaches one at $q\approx0.07$ Å$^{-1}$, close to the crossover and buckling wavevectors found below. Those values, and (12) at smaller $q$, are harmonic results and apply only at low enough temperature.

The invariances themselves can also be broken from outside. Suppose a support holds each atom with the energy $\tfrac12k_0h_l^2$. This adds $k_0$ to $D$, and the branch starts at the finite frequency $\sqrt{k_0/M}$. Alternatively, add springs $\tfrac12k(h_l-h_m)^2$ between nearest neighbours. They respect translation but charge energy for a rigid rotation. In the triangular lattice with lattice constant $a$ they add $\tfrac32ka^2q^2$ to $D$ at leading order, as follows from the sum over neighbours in (19) below. They do not respond to in-plane strain, so the stress stays zero while the branch becomes linear. Identity (10) is then violated, which shows that rotational invariance is needed.

## A model sheet

The example is a triangular lattice with round parameters, not a particular material. First and second neighbours interact through the Morse potential

$$V(r)=V_0\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],$$

with $V_0=1$ eV, $\alpha=1.5$ Å$^{-1}$ and $r_0=2.5$ Å. Each site also has the bending energy

$$\tfrac12K\Big|\sum_{\boldsymbol\delta}(\mathbf r_{l+\boldsymbol\delta}-\mathbf r_l)\Big|^2,\qquad K=0.1\ \text{eV Å}^{-2}, \tag{18}$$

where $\mathbf r_l$ is the full position of atom $l$ and $\boldsymbol\delta$ runs over the six nearest neighbours. This is the squared length of a vector built from position differences, so it is invariant under translation and rotation. In a flat homogeneous lattice the vector is zero, and (18) adds no stress. The mass enters through $\hbar^2/M=2.0\times10^{-4}$ eV Å$^2$. With $\hbar$ restored, the phonon energy is $\hbar\omega=\sqrt{(\hbar^2/M)D}$.

By (13), the pair forces give the first sum below. For a plane wave the vector in (18) has vertical component $-Sh_l$, and its in-plane part is zero, so

$$D=\sum_{\mathbf R}\frac{V'(R)}{R}\left[1-\cos(\mathbf q\cdot\mathbf R)\right]+KS^2,\qquad S=\sum_{\boldsymbol\delta}\left[1-\cos(\mathbf q\cdot\boldsymbol\delta)\right]. \tag{19}$$

The sum over $\mathbf R$ covers both shells, with radii $R_1=a$ and $R_2=\sqrt3a$. Over six equally spaced directions, $\cos^2$ averages to $1/2$ and $\cos^4$ to $3/8$. Hence $\sum(\mathbf q\cdot\mathbf R)^2=3R^2q^2$ and $\sum(\mathbf q\cdot\mathbf R)^4=\tfrac94R^4q^4$ for each shell. Expanding the cosines gives $S=\tfrac32a^2q^2-\tfrac3{32}a^4q^4+\dots$, and

$$A\tau=\tfrac32\sum_{s=1,2}V'(R_s)R_s,\qquad A\kappa=\tfrac94Ka^4-\tfrac3{32}\sum_{s=1,2}V'(R_s)R_s^3. \tag{20}$$

The stress can be checked directly. Each cell has three bonds per shell, so a biaxial strain $\varepsilon$ changes the energy at the rate $3\sum_sV'(R_s)R_s$. This rate equals $A(\tau_{xx}+\tau_{yy})=2A\tau$, in agreement with (20).

**No stress.** The stress vanishes at $a=2.430$ Å, where $A=5.113$ Å$^2$. The first shell is compressed, with $V'=-0.3696$ eV/Å, and the second is stretched, with $V'=0.2134$ eV/Å. The products $V'R$ are $-0.898$ and $+0.898$ eV, so the cancellation is between shells. In the fourth moment the outer shell has more weight, and the pair part is negative:

$$\kappa_{\rm pair}=-\frac{3}{32}\,\frac{0.898\,(3a^2-a^2)}{A}\approx-0.194\ \text{eV}.$$

Without (18) this flat sheet would be unstable although its stress is zero. The bending energy contributes $\tfrac94Ka^4/A=1.534$ eV, so $\kappa=1.340$ eV. Equation (12) then gives

$$\frac{\hbar\omega}{q^2}=\sqrt{2.0\times10^{-4}\times5.113\times1.340}=0.0370\ \text{eV Å}^2,$$

or $\omega/q^2=5.62\times10^{-7}$ m$^2$/s.

For $\mathbf q$ along a row of nearest neighbours, (12) lies 0.4% above the full harmonic value at $q=0.1$ Å$^{-1}$ and 6.3% above it at $0.4$ Å$^{-1}$, relative to the full value. The sign agrees with the next term of $S$. That term changes $KS^2$ by the fraction $-a^2q^2/8$, and $KS^2$ supplies $1.534/1.340$ of the quartic term, so on its own it would lower the frequency by about $(1.534/1.340)\,a^2q^2/16$, or 6.8% at $0.4$ Å$^{-1}$. The pair terms and higher orders reduce this to 5.9% of (12), which is 6.3% of the full value.

**Stretched by 0.1%.** Now $A=5.124$ Å$^2$, $\tau=0.00900$ eV Å$^{-2}$ and $\kappa=1.340$ eV. From (14),

$$\hbar c=\sqrt{2.0\times10^{-4}\times5.124\times0.00900}=0.00304\ \text{eV Å},$$

$$q_*=\sqrt{0.00900/1.340}=0.082\ \text{Å}^{-1}.$$

The velocity is $c=461$ m/s. The rigidity has hardly changed, yet at $q=0.01$ Å$^{-1}$ the phonon energy rises from $0.0037\times10^{-3}$ to $0.0306\times10^{-3}$ eV, a factor of about eight. At $0.4$ Å$^{-1}$ it rises by 2.4%. The small strain matters at long wavelength because the bending term there is so weak. The exponents at $0.1q_*$, $q_*$ and $2q_*$ are 1.010, 1.496 and 1.780, whereas (15) gives 1.010, 1.500 and 1.800. The differences grow with $q$, as expected from the neglected $q^6$ term. At this strain the exponent does not reach 2: along a row of nearest neighbours it peaks at about 1.86, near $0.3$ Å$^{-1}$.

**Compressed by 0.1%.** The stress is $-0.00911$ eV Å$^{-2}$. The full $D$ changes sign at $0.0827$ Å$^{-1}$, and (16) gives $0.0825$ Å$^{-1}$. Waves longer than about $2\pi/0.0827\approx76$ Å are unstable.

**Anisotropic strain.** Identity (10) was also tested on a sheet with unequal stretches and a shear. The stress from in-plane strain and the stress from out-of-plane force constants agree to all printed digits: $\tau_{xx}=0.0688$, $\tau_{yy}=0.0345$ and $\tau_{xy}=0.0177$ eV Å$^{-2}$. The remaining values, including those for the two broken invariances, are in the numerical output.

## Table of computed values

```
Morse depth: 1.0 eV
Morse decay: 1.5 1/angstrom
Morse length: 2.5 angstrom
bending constant K: 0.1 eV/angstrom^2
hbar^2/M: 2.0e-04 eV angstrom^2
UNSTRESSED SHEET
lattice constant: 2.42988 angstrom
cell area: 5.1133 angstrom^2
V' first shell: -0.3696 eV/angstrom
V' second shell: 0.2134 eV/angstrom
largest stress from force constants: 8.7e-11 eV/angstrom^2
kappa: 1.3395 eV
pair part of kappa: -0.1944 eV
bending part of kappa: 1.5340 eV
hbar omega/q^2: 0.03701 eV angstrom^2
omega/q^2: 5.623e-07 m^2/s
exponent at q=0.05/angstrom: 1.9981
ANISOTROPIC STRAIN, stress xx, yy, xy in eV/angstrom^2
from strain: 0.068814 0.034525 0.017727
from force constants: 0.068814 0.034525 0.017727
BIAXIAL STRETCH: 0.001 (no unit)
cell area: 5.1235 angstrom^2
tension: 0.008996 eV/angstrom^2
tension converted: 0.1441 N/m
kappa: 1.3402 eV
hbar c: 0.003036 eV angstrom
sound velocity c: 461.3 m/s
crossover q*: 0.08193 1/angstrom
exponent at 0.1 q*: 1.0099
exponent at 1.0 q*: 1.4962
exponent at 2.0 q*: 1.7803
PHONON ENERGIES in 1e-3 eV, q in 1/angstrom
q | free full, formula | stretched full, formula
0.01 | 0.00370, 0.00370 | 0.03059, 0.03059
0.02 | 0.01480, 0.01480 | 0.06250, 0.06250
0.05 | 0.09244, 0.09253 | 0.17780, 0.17784
0.10 | 0.36871, 0.37012 | 0.47798, 0.47907
0.20 | 1.45810, 1.48049 | 1.58109, 1.60189
0.40 | 5.57159, 5.92195 | 5.70797, 6.05245
BIAXIAL COMPRESSION: 0.001 (no unit)
stress: -0.009114 eV/angstrom^2
instability edge, full: 0.08272 1/angstrom
instability edge, formula: 0.08251 1/angstrom
BROKEN INVARIANCE AT ZERO STRESS, spring 0.01 eV/angstrom^2
height springs, exponent at q=0.01/angstrom: 1.0076
anchored sheet, gap at q=0: 0.001414 eV
```
